# Sign Change of Relativistic Local Exchange and Its Place in Mercury: a program that tests the result

```python
"""Relativistic local exchange and the map of beta(r) in the mercury atom.

Result under test, for a uniform gas with Fermi wave number kF:
  beta = hbar kF/(m c), eta = sqrt(1+beta^2), U = arsinh(beta)
  energy factor     phi = 1 - 1.5*((beta*eta-U)/beta^2)^2
  potential factor  psi = -0.5 + 1.5*U/(beta*eta)
They multiply the nonrelativistic exchange energy density and potential.
The gas integrals use hbar = m = c = 1; the atomic solver uses Hartree
atomic units; printed results are converted with scipy.constants.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf
from pyscf import gto, dft


def phi(b):
    return 1 - 1.5 * ((b * np.sqrt(1 + b*b) - np.arcsinh(b)) / b**2)**2


def psi(b):
    return -0.5 + 1.5 * np.arcsinh(b) / (b * np.sqrt(1 + b*b))


# ---------- uniform gas: kernels averaged over the angle ----------
def kernel_total(k, p):
    ee = np.sqrt(1 + k*k) * np.sqrt(1 + p*p)
    ratio = ((k + p) / (k - p))**2 * (ee + k*p + 1) / (ee - k*p + 1)
    return (np.log(ratio) / (2*k*p) - 1) / ee


def kernel_coulomb(k, p):
    ee = np.sqrt(1 + k*k) * np.sqrt(1 + p*p)
    mean_inverse_q2 = np.log(np.abs((k + p) / (k - p))) / (2*k*p)
    return ((ee + 1 + (k*k + p*p)/2) * mean_inverse_q2 - 0.5) / ee


nodes, node_weights = np.polynomial.legendre.leggauss(70)
unit_nodes, unit_weights = (nodes + 1)/2, node_weights/2


def inner_integral(kernel, k):
    """Integral of p^2 K(k,p) over 0<p<k; the map softens the log at p=k."""
    p = k * (1 - unit_nodes**3)
    return np.sum(unit_weights * 3*k*unit_nodes**2 * p*p * kernel(k, p))


def energy_factor(kernel, b):
    values = [k*k*inner_integral(kernel, k) for k in b*unit_nodes]
    return 2*b*np.dot(unit_weights, values) / (b**4/2)


# Explicit Dirac matrices: charge and transverse-current exchange
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha_matrices = np.array([np.kron([[0, 1], [1, 0]], s) for s in pauli])
mass_matrix = np.diag([1, 1, -1, -1])


def projector(k):
    energy = np.sqrt(1 + k @ k)
    h = np.einsum('i,iab->ab', k, alpha_matrices) + mass_matrix
    return (np.eye(4) + h/energy)/2, energy


k_test, p_test = 0.7, 1.9
charge_mean = current_mean = 0.0
for cosine, weight in zip(nodes, node_weights/2):
    k_vec = np.array([0, 0, k_test])
    p_vec = p_test*np.array([np.sqrt(1 - cosine**2), 0, cosine])
    proj_k, e_k = projector(k_vec)
    proj_p, e_p = projector(p_vec)
    q = k_vec - p_vec
    q2 = q @ q
    transverse = np.eye(3) - np.outer(q, q)/q2
    currents = np.array([[np.trace(proj_k @ a @ proj_p @ b).real
                          for b in alpha_matrices] for a in alpha_matrices])
    charge_mean += weight*np.trace(proj_k @ proj_p).real/q2
    current_mean += weight*np.sum(transverse*currents)/(q2 - (e_k - e_p)**2)
assert abs(charge_mean - kernel_coulomb(k_test, p_test)) < 1e-10
assert abs(charge_mean - current_mean - kernel_total(k_test, p_test)) < 1e-10

for b in (0.3, 1.0, 2.53, 6.0):
    assert abs(energy_factor(kernel_total, b) - phi(b)) < 1e-6
    assert abs(inner_integral(kernel_total, b)/b - psi(b)) < 1e-6
assert abs((1 - phi(0.01))/0.01**2 - 2/3) < 1e-3
assert abs(phi(1e4) + 0.5) < 1e-5 and abs(psi(1e4) + 0.5) < 1e-5

beta_energy = brentq(phi, 1, 5)
beta_potential = brentq(psi, 1, 5)
scan = np.linspace(0.05, 50, 5000)
assert np.all(np.diff(phi(scan)) < 0) and np.all(np.diff(psi(scan)) < 0)
assert abs(beta_energy - 2.53) < 0.01
energy_shape = scan**4*phi(scan)
assert abs(scan[np.argmax(energy_shape)] - beta_potential) < 0.02
coulomb_factor = energy_factor(kernel_coulomb, beta_energy)
transverse_factor = energy_factor(
    lambda k, p: kernel_total(k, p) - kernel_coulomb(k, p), beta_energy)
assert coulomb_factor > 0 > transverse_factor

# ---------- radial Dirac-Kohn-Sham atom, exchange only ----------
light = 1/const.fine_structure
bohr = const.physical_constants['Bohr radius'][0]
hartree_ev = const.physical_constants['Hartree energy in eV'][0]
log_r = np.linspace(np.log(1e-8), np.log(50.0), 1200)
r = np.exp(log_r)
quad_weight = r*(log_r[1] - log_r[0])


def make_basis(kappa, top_exponent):
    """Gaussian large components and kinetically balanced small ones."""
    l = kappa if kappa > 0 else -kappa - 1
    count = int(np.log(top_exponent/0.02)/np.log(2.2)) + 1
    root = np.sqrt(0.02*2.2**np.arange(count))[:, None]
    s = root*r
    gauss = np.exp(-s*s)
    large = s**(l + 1)*gauss
    derivative = root*((l + 1 + kappa)*s**l - 2*s**(l + 2))*gauss
    norm = np.sqrt(large**2 @ quad_weight)[:, None]
    large, derivative = large/norm, derivative/norm
    small = derivative/np.sqrt(derivative**2 @ quad_weight)[:, None]
    return (large, small, (large*quad_weight) @ large.T,
            (small*quad_weight) @ small.T,
            (small*quad_weight) @ derivative.T)


def dirac_states(basis, potential, c, number):
    large, small, s_large, s_small, kinetic = basis
    size = len(large)
    zero = np.zeros((size, size))
    v_large = (large*(quad_weight*potential)) @ large.T
    v_small = (small*(quad_weight*potential)) @ small.T
    h = np.block([[v_large, c*kinetic.T],
                  [c*kinetic, v_small - 2*c*c*s_small]])
    overlap = np.block([[s_large, zero], [zero, s_small]])
    energies, vectors = eigh((h + h.T)/2, (overlap + overlap.T)/2)
    chosen = vectors[:, size:size + number]
    return (energies[size:size + number],
            chosen[:size].T @ large, chosen[size:].T @ small)


def nuclear_potential(charge, radius):
    return -charge*erf(np.sqrt(1.5)*r/radius)/r


def solve_atom(charge, shells, c, radius, top, start=None, use_psi=True):
    """shells maps kappa to the number of filled radial shells."""
    bases = {k: make_basis(k, top if abs(k) == 1 else min(top, 1e7))
             for k in shells}
    v_nucleus = nuclear_potential(charge, radius)
    scaled = r*charge**(1/3)/0.885
    v_electrons = (charge/r*(1 - 1/(1 + 0.6*scaled)**2)
                   if start is None else start.copy())
    for _ in range(300):
        potential = v_nucleus + v_electrons
        radial_density = np.zeros_like(r)
        levels = {}
        for k, number in shells.items():
            levels[k], big, little = dirac_states(
                bases[k], potential, c, number)
            radial_density += 2*abs(k)*np.sum(big**2 + little**2, axis=0)
            if k == -1:
                lowest = (big[0], little[0])
        density = np.maximum(radial_density/(4*np.pi*r*r), 1e-30)
        inside = CubicSpline(log_r, radial_density*r).antiderivative()(log_r)
        outside = CubicSpline(log_r, radial_density).antiderivative()(log_r)
        k_fermi = (3*np.pi**2*density)**(1/3)
        factor = psi(k_fermi/c) if use_psi else 1.0
        new = inside/r + outside[-1] - outside - k_fermi/np.pi*factor
        change = np.max(np.abs(r*(new - v_electrons)))
        if change < 1e-5:
            break
        v_electrons = v_electrons + 0.3*(new - v_electrons)
    assert change < 1e-5, "self-consistency not reached"
    return dict(density=density, inside=inside, levels=levels,
                lowest=lowest, potential=potential, electrons=v_electrons)


Z = 80
radius_fm = 5.5
nuclear_radius = radius_fm*1e-15/bohr


def sommerfeld(n, kappa):
    g = np.sqrt(kappa**2 - (Z/light)**2)
    return light**2*(1/np.sqrt(1 + (Z/light/(n - abs(kappa) + g))**2) - 1)


# One-electron ion with a shrunken nucleus against the point-nucleus levels
v_ion = nuclear_potential(Z, nuclear_radius/5)
ion_1s = dirac_states(make_basis(-1, 3e9), v_ion, light, 1)[0][0]
ion_2p = dirac_states(make_basis(-2, 1e7), v_ion, light, 1)[0][0]
assert abs(ion_1s/sommerfeld(1, -1) - 1) < 2e-4   # residual nuclear size
assert abs(ion_2p/sommerfeld(2, -2) - 1) < 1e-5

# Neon in the nonrelativistic limit against an independent molecular code
neon = solve_atom(10, {-1: 2, 1: 1, -2: 1}, 20*light, 5e-5, 1e6)
neon_basis = [[0, [0.05*2.2**i, 1.0]] for i in range(22)]
neon_basis += [[1, [0.05*2.2**i, 1.0]] for i in range(14)]
molecule = gto.M(atom='Ne 0 0 0', basis={'Ne': neon_basis}, verbose=0)
reference = dft.RKS(molecule)
reference.xc = 'lda,'
reference.kernel()
neon_levels = [neon['levels'][-1][0], neon['levels'][-1][1],
               neon['levels'][-2][0]]
neon_error = np.max(np.abs(np.array(neon_levels) - reference.mo_energy[:3]))
assert neon_error < 2e-3   # finite bases and integration grids

# Mercury and three comparison calculations
shells_hg = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
assert sum(2*abs(k)*n for k, n in shells_hg.items()) == Z
hg = solve_atom(Z, shells_hg, light, nuclear_radius, 3e9)
wide = solve_atom(Z, shells_hg, light, nuclear_radius*6.0/radius_fm, 3e9,
                  start=hg['electrons'])
plain = solve_atom(Z, shells_hg, light, nuclear_radius, 3e9,
                   start=hg['electrons'], use_psi=False)
slow = solve_atom(Z, shells_hg, 20*light, nuclear_radius, 1e7,
                  start=hg['electrons'])


def beta_of(atom):
    return (3*np.pi**2*atom['density'])**(1/3)/light


def crossing(atom, target):
    curve = CubicSpline(log_r, beta_of(atom) - target)
    return np.exp(brentq(curve, np.log(1e-6), 0.0))


beta_hg = beta_of(hg)
center = np.argmin(np.abs(r - 1e-7))
for target in (beta_energy, beta_potential):
    assert np.count_nonzero(np.diff(np.sign(beta_hg - target))) == 1
r_energy = crossing(hg, beta_energy)
r_potential = crossing(hg, beta_potential)
assert nuclear_radius < r_energy < r_potential
assert np.max(beta_of(slow)) < beta_energy

# Direct outward integration of the mercury 1s equation near the nucleus
rv_curve = CubicSpline(log_r, r*hg['potential'])
energy_1s = hg['levels'][-1][0]


def radial_equation(x, y):
    radius = np.exp(x)
    gap = energy_1s - rv_curve(x)/radius
    return [y[0] + radius*(gap + 2*light**2)/light*y[1],
            -y[1] - radius*gap/light*y[0]]


r_start = 1e-6
gap_start = energy_1s - rv_curve(np.log(r_start))/r_start
sample = np.log([1e-5, r_energy, 1e-2])
path = solve_ivp(radial_equation, (np.log(r_start), sample[-1]),
                 [r_start, -gap_start*r_start**2/(3*light)],
                 t_eval=sample, method='DOP853', rtol=1e-9, atol=1e-16)
direct = np.sum(path.y**2, axis=0)/np.exp(2*sample)
orbital_density = (hg['lowest'][0]**2 + hg['lowest'][1]**2)/r**2
from_basis = CubicSpline(log_r, orbital_density)(sample)
ode_error = np.max(np.abs(from_basis/from_basis[-1]/(direct/direct[-1]) - 1))
assert ode_error < 1e-2   # pointwise error of a Gaussian expansion

# Exchange energy on the mercury density
k_hg = beta_hg*light
nonrel_integrand = -k_hg**4/(4*np.pi**3)*4*np.pi*r**2
ex_nonrel = np.sum(quad_weight*nonrel_integrand)
ex_curve = CubicSpline(log_r, nonrel_integrand*phi(beta_hg)*r)
ex_rel = ex_curve.integrate(log_r[0], log_r[-1])
ex_positive = ex_curve.integrate(log_r[0], np.log(r_energy))
assert ex_positive > 0 > ex_rel
inside_curve = CubicSpline(log_r, hg['inside'])

# ---------- printed results ----------
k_compton = const.m_e*const.c/const.hbar
pm = bohr*1e12


def density_si(b):
    return (b*k_compton)**3/(3*np.pi**2)


def potential_ev(b):
    return -const.e*b*k_compton/(4*np.pi**2*const.epsilon_0)


print(f"m c/hbar = {k_compton:.5e} 1/m")
print(f"beta at zero of phi (energy) = {beta_energy:.5f}")
print(f"beta at zero of psi (potential) = {beta_potential:.5f}")
print(f"density at zero of phi = {density_si(beta_energy):.4e} 1/m^3")
print(f"density at zero of psi = {density_si(beta_potential):.4e} 1/m^3")
print(f"psi at zero of phi = {psi(beta_energy):.5f}")
print(f"phi at zero of psi = {phi(beta_potential):.5f}")
print(f"nonrel. v_x at zero of phi = {potential_ev(beta_energy):.1f} eV")
print(f"full v_x at zero of phi = "
      f"{potential_ev(beta_energy)*psi(beta_energy):.1f} eV")
print(f"Coulomb part of phi at its zero = {coulomb_factor:.5f}")
print(f"transverse part of phi at its zero = {transverse_factor:.5f}")
for b in (0.1, 0.5, 1.0, 2.0, 3.0, 5.0):
    print(f"gas: beta = {b:.1f}, phi = {phi(b):.5f}, psi = {psi(b):.5f}")
print(f"Hg: Z = {Z}, rms nuclear radius (rough input) = {radius_fm} fm")
print(f"Hg 1s level = {energy_1s*hartree_ev:.0f} eV")
print(f"Hg beta at the centre = {beta_hg[center]:.3f}")
print("Hg map: r (pm), beta, n (1/m^3), phi, psi")
beta_curve = CubicSpline(log_r, np.log(beta_hg))
for radius_pm in (0.001, 0.0055, 0.01, 0.03, 0.1, 0.3, 1, 3, 10, 30, 100):
    b = float(np.exp(beta_curve(np.log(radius_pm/pm))))
    print(f"{radius_pm:8.4f} {b:8.4f} {density_si(b):.3e} "
          f"{phi(b):8.4f} {psi(b):8.4f}")
print(f"Hg radius where phi = 0: {r_energy*pm:.4f} pm")
print(f"Hg radius where psi = 0: {r_potential*pm:.4f} pm")
print(f"electrons inside phi = 0: {inside_curve(np.log(r_energy)):.3e}")
print(f"electrons inside psi = 0: {inside_curve(np.log(r_potential)):.3e}")
print(f"Hg E_x with phi = 1: {ex_nonrel*hartree_ev:.1f} eV")
print(f"Hg E_x with full phi: {ex_rel*hartree_ev:.1f} eV")
print(f"Hg E_x from region phi < 0: {ex_positive*hartree_ev:.3e} eV")
print(f"6.0 fm nucleus: central beta = {beta_of(wide)[center]:.3f}")
print(f"6.0 fm nucleus: phi = 0 at {crossing(wide, beta_energy)*pm:.4f} pm")
print(f"psi = 1 in orbitals: central beta = {beta_of(plain)[center]:.3f}")
print(f"psi = 1 in orbitals: phi = 0 at "
      f"{crossing(plain, beta_energy)*pm:.4f} pm")
print(f"c times 20 in orbitals: largest beta = {np.max(beta_of(slow)):.3f}")
print(f"neon level check, largest difference = {neon_error:.1e} hartree")
print(f"Hg 1s density check, largest relative error = {ode_error:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
m c/hbar = 2.58961e+12 1/m
beta at zero of phi (energy) = 2.53324
beta at zero of psi (potential) = 1.94600
density at zero of phi = 9.5348e+36 1/m^3
density at zero of psi = 4.3223e+36 1/m^3
psi at zero of phi = -0.13920
phi at zero of psi = 0.15729
nonrel. v_x at zero of phi = -3006.9 eV
full v_x at zero of phi = 418.5 eV
Coulomb part of phi at its zero = 0.84903
transverse part of phi at its zero = -0.84903
gas: beta = 0.1, phi = 0.99337, psi = 0.99008
gas: beta = 0.5, phi = 0.85471, psi = 0.79123
gas: beta = 1.0, phi = 0.57412, psi = 0.43484
gas: beta = 2.0, phi = 0.14014, psi = -0.01579
gas: beta = 3.0, phi = -0.08897, psi = -0.21248
gas: beta = 5.0, phi = -0.28985, psi = -0.36395
Hg: Z = 80, rms nuclear radius (rough input) = 5.5 fm
Hg 1s level = -82394 eV
Hg beta at the centre = 2.994
Hg map: r (pm), beta, n (1/m^3), phi, psi
  0.0010   2.9891 1.566e+37  -0.0872  -0.2110
  0.0055   2.8781 1.398e+37  -0.0681  -0.1957
  0.0100   2.7373 1.203e+37  -0.0421  -0.1743
  0.0300   2.3776 7.883e+36   0.0360  -0.1084
  0.1000   1.9118 4.098e+36   0.1685   0.0104
  0.3000   1.3641 1.489e+36   0.3862   0.2262
  1.0000   0.6450 1.574e+35   0.7767   0.6863
  3.0000   0.3472 2.454e+34   0.9250   0.8900
 10.0000   0.1421 1.682e+33   0.9867   0.9801
 30.0000   0.0515 8.008e+31   0.9982   0.9974
100.0000   0.0110 7.886e+29   0.9999   0.9999
Hg radius where phi = 0: 0.0191 pm
Hg radius where psi = 0: 0.0923 pm
electrons inside phi = 0: 3.165e-04
electrons inside psi = 0: 1.754e-02
Hg E_x with phi = 1: -9621.1 eV
Hg E_x with full phi: -8519.5 eV
Hg E_x from region phi < 0: 1.792e-02 eV
6.0 fm nucleus: central beta = 2.959
6.0 fm nucleus: phi = 0 at 0.0189 pm
psi = 1 in orbitals: central beta = 3.005
psi = 1 in orbitals: phi = 0 at 0.0197 pm
c times 20 in orbitals: largest beta = 1.607
neon level check, largest difference = 6.5e-06 hartree
Hg 1s density check, largest relative error = 3.7e-05
ALL CHECKS PASSED
```
